# Force constants from the Hellmann-Feynman force and the sign of density response

A one-dimensional model molecule holds two interacting electrons and two nuclei, of charges 1.2 and 0.8, at their equilibrium distance. If the lighter-charged nucleus is moved while the electron density is held fixed, the force constant is 0.298 hartree/bohr². If the electrons follow, it is 0.160 hartree/bohr². The difference is the response of the density. The theorem below identifies this contribution and shows that, for a ground state, it cannot stiffen any displacement.

## Setting and assumptions

Atomic units are used. The nuclei are fixed at positions $R_I$. The index $a=(I,\alpha)$ denotes a nucleus and a Cartesian direction, and $\partial_a=\partial/\partial R_a$. The electronic Hamiltonian is

$$
H(R)=T+W+V(R),\qquad V(R)=\sum_{i=1}^{N}v(r_i;R),
$$

where $T$ is the kinetic energy and $W$ the electron-electron repulsion. Neither depends on $R$. The total energy is $E(R)=E_0(R)+U(R)$, with $E_0$ the lowest eigenvalue of $H$ and $U$ the ion-ion energy. The assumptions are:

1. The potential is real, local and a sum of one-centre terms, $v(r;R)=\sum_I v_I(r-R_I)$, and it is smooth in $R$.
2. The ground state $\Psi_0$ is normalized, non-degenerate and differentiable in $R$. If a symmetry such as total spin is conserved for all $R$, "ground state" may mean the lowest state of that symmetry, and all states below then belong to the same symmetry.
3. The space of wavefunctions, or the basis that represents it, does not move with the nuclei.

The density operator is $\hat n(r)=\sum_i\delta(r-r_i)$, and $n(r)=\langle\Psi_0|\hat n(r)|\Psi_0\rangle$. Hence, for any function $f$,

$$
\Big\langle\Psi_0\Big|\sum_i f(r_i)\Big|\Psi_0\Big\rangle=\int n(r)f(r)\,dr .
$$

## Theorem

Under these assumptions the force constants $\Phi_{ab}=\partial_a\partial_bE$ are

$$
\Phi_{ab}=\underbrace{\int(\partial_b n)(\partial_a v)\,dr}_{\Phi^{\rm resp}_{ab}}
+\underbrace{\int n\,\partial_a\partial_b v\,dr}_{\Phi^{\rm curv}_{ab}}
+\underbrace{\partial_a\partial_bU}_{\Phi^{\rm ion}_{ab}} .
$$

The matrix $\Phi^{\rm resp}$ is symmetric and negative semidefinite: $\sum_{ab}u_a\Phi^{\rm resp}_{ab}u_b\le0$ for every real displacement $u$. Equality holds if and only if $\sum_a u_a\partial_aV$, acting on $\Psi_0$, multiplies it by a number.

## Lemma 1: the force

The energy gradient, which is minus the force, is

$$
\partial_aE=\int n\,\partial_a v\,dr+\partial_aU .
$$

**Proof.** Differentiate $E_0=\langle\Psi_0|H|\Psi_0\rangle$:

$$
\partial_aE_0=\langle\partial_a\Psi_0|H|\Psi_0\rangle+\langle\Psi_0|H|\partial_a\Psi_0\rangle+\langle\Psi_0|\partial_aH|\Psi_0\rangle .
$$

Since $H\Psi_0=E_0\Psi_0$ and $H$ is Hermitian, the first two terms add to $E_0\,\partial_a\langle\Psi_0|\Psi_0\rangle$. This vanishes because the norm is fixed. In the last term $\partial_aH=\partial_aV=\sum_i\partial_av(r_i;R)$, whose expectation value is $\int n\,\partial_av\,dr$. Adding $\partial_aU$ proves the lemma. ∎

## Lemma 2: the density response

Let $|m\rangle$, with energies $E_m$, be the eigenstates of $H$ at the given $R$, with $|0\rangle=\Psi_0$. A continuous part of the spectrum is included by reading the sums as integrals. Then

$$
\partial_b n(r)=-2\,{\rm Re}\sum_{m>0}\frac{\langle0|\hat n(r)|m\rangle\langle m|\partial_bV|0\rangle}{E_m-E_0}.
$$

**Proof.** Differentiating $(H-E_0)|0\rangle=0$ gives

$$
(H-E_0)|\partial_b\Psi_0\rangle=-(\partial_bV-\partial_bE_0)|0\rangle .
$$

Project on $\langle m|$ with $m>0$. The term with $\partial_bE_0$ drops out because $\langle m|0\rangle=0$, so

$$
(E_m-E_0)\langle m|\partial_b\Psi_0\rangle=-\langle m|\partial_bV|0\rangle .
$$

Normalization gives ${\rm Re}\langle0|\partial_b\Psi_0\rangle=0$. The remaining imaginary part is a change of phase, which does not affect the density and can be set to zero. Therefore

$$
|\partial_b\Psi_0\rangle=-\sum_{m>0}|m\rangle\frac{\langle m|\partial_bV|0\rangle}{E_m-E_0}.
$$

The operator $\hat n(r)$ does not depend on $R$, so $\partial_bn(r)=2\,{\rm Re}\langle0|\hat n(r)|\partial_b\Psi_0\rangle$. Inserting the expansion proves the lemma. ∎

Writing $\partial_bV=\int\hat n(r')\,\partial_bv(r')\,dr'$ turns the result into $\partial_bn(r)=\int\chi(r,r')\,\partial_bv(r')\,dr'$, with the static response function

$$
\chi(r,r')=-2\,{\rm Re}\sum_{m>0}\frac{\langle0|\hat n(r)|m\rangle\langle m|\hat n(r')|0\rangle}{E_m-E_0}.
$$

## Proof of the theorem

**The three terms.** In Lemma 1 both $n$ and $\partial_av$ depend on $R$. The product rule gives

$$
\partial_b\int n\,\partial_av\,dr=\int(\partial_bn)(\partial_av)\,dr+\int n\,\partial_b\partial_av\,dr ,
$$

and $\partial_b\partial_aU$ completes the decomposition.

The curvature term couples no two different nuclei, because each $v_I$ depends on one nuclear position. For $a=(I,\alpha)$ and $b=(J,\beta)$,

$$
\partial_a\partial_bv=\delta_{IJ}\,\frac{\partial^2v_I(r-R_I)}{\partial r_\alpha\,\partial r_\beta}.
$$

Each derivative with respect to $R_I$ is minus one with respect to $r$, and the two signs cancel.

**Symmetry.** Multiply Lemma 2 by $\partial_av(r)$ and integrate, using $\int\hat n\,\partial_av\,dr=\partial_aV$:

$$
\Phi^{\rm resp}_{ab}=-2\,{\rm Re}\sum_{m>0}\frac{\langle0|\partial_aV|m\rangle\langle m|\partial_bV|0\rangle}{E_m-E_0}.
$$

Exchanging $a$ and $b$ replaces each product of matrix elements by its complex conjugate, because $\partial_aV$ and $\partial_bV$ are Hermitian. The real part is unchanged.

**Sign.** Let $B=\sum_au_a\partial_aV$. It is Hermitian because $u$ is real, so

$$
\sum_{ab}u_a\Phi^{\rm resp}_{ab}u_b=-2\sum_{m>0}\frac{|\langle m|B|0\rangle|^2}{E_m-E_0}\le0 ,
$$

since $E_m>E_0$ for every $m>0$. The sum vanishes if and only if $\langle m|B|0\rangle=0$ for all $m>0$. Then $B|0\rangle$ has no component outside $|0\rangle$, which means $B|0\rangle=c|0\rangle$. ∎

## Lemma 3: the sign from minimization alone

The sign can also be obtained without excited states, and the argument then covers mean-field theories. Let

$$
\mathcal E[v]=\min_{s\in S}\Big(G[s]+\int n_s v\,dr\Big),
$$

where the set $S$ of trial states and the functional $G$ do not depend on $v$. Then $\mathcal E$ is concave in $v$.

**Proof.** Take $v_\lambda=\lambda v_1+(1-\lambda)v_2$ with $0\le\lambda\le1$. For every $s$,

$$
G[s]+\int n_sv_\lambda
=\lambda\Big(G[s]+\int n_sv_1\Big)+(1-\lambda)\Big(G[s]+\int n_sv_2\Big).
$$

The right side is at least $\lambda\mathcal E[v_1]+(1-\lambda)\mathcal E[v_2]$. Minimizing the left side over $s$ gives $\mathcal E[v_\lambda]\ge\lambda\mathcal E[v_1]+(1-\lambda)\mathcal E[v_2]$. ∎

To connect this with force constants, let $g=\sum_au_a\partial_av$ at the chosen geometry and let $e(t)=\mathcal E[v+tg]$. Suppose the minimizing state follows $t$ smoothly, with density $n_t$. Its own change does not contribute to the first derivative, because the energy is stationary with respect to it. Hence

$$
e'(t)=\int n_t\,g\,dr,\qquad e''(0)=\int\frac{dn_t}{dt}\Big|_{0}\,g\,dr .
$$

To first order, the displacement $tu$ changes the potential by $tg$. The first-order density change is therefore the same for both, $dn_t/dt|_0=\sum_bu_b\partial_bn$, and

$$
e''(0)=\sum_{ab}u_a\Phi^{\rm resp}_{ab}u_b\le0
$$

by concavity.

In exact theory $G=\langle T+W\rangle$. In Hartree-Fock theory $G$ is the same expectation value and $S$ contains single determinants. In Kohn-Sham theory with a functional of the density, $G$ is the non-interacting kinetic energy plus the Hartree and exchange-correlation energies. The stationarity argument also gives the gradient of Lemma 1 in these theories, so the three-term formula carries over. The conditions are a fixed basis and a true minimum that is followed smoothly.

## Remark 1: frozen electrons give an upper bound

Define $\Phi^{\rm fr}=\Phi^{\rm curv}+\Phi^{\rm ion}$. The theorem gives, for every displacement,

$$
\sum_{ab}u_a\Phi_{ab}u_b\le\sum_{ab}u_a\Phi^{\rm fr}_{ab}u_b .
$$

At a stable structure the frozen part must therefore be at least as large as the magnitude of the response for every displacement, with equality for zero modes such as a rigid translation. A finite displacement obeys a similar bound. The old state $\Psi_0$ is a trial state for the new Hamiltonian, so its energy lies at or above the new ground-state energy.

## Remark 2: rigid translation

Without external fields and in a complete basis (a fixed finite basis satisfies this only as far as it can represent the shifted wavefunction: the grid of the example below does so to about $2\times10^{-6}$ hartree/bohr², whereas a small atom-centred Gaussian basis held in place cannot shift the core electrons and fails grossly, with a Hartree-Fock row sum of about 160 hartree/bohr² for Li in LiH with the 6-31G basis), shifting all nuclei together leaves $E$ unchanged, so $\sum_J\Phi_{I\alpha,J\beta}=0$. The ion-ion part satisfies the same rule by itself, since $U$ depends on differences of positions. Subtracting it, and using the fact that the curvature term is diagonal in the nuclei, gives

$$
\sum_J\Phi^{\rm resp}_{I\alpha,J\beta}+\Phi^{\rm curv}_{I\alpha,I\beta}=0 .
$$

The response of a nucleus to its own displacement thus cancels its curvature term, apart from the response that couples it to the other nuclei.

## Example: the two-electron molecule

Let nucleus A have charge $Z_A=1.2$ and nucleus B charge $Z_B=0.8$, with

$$
v(x)=-\sum_I\frac{Z_I}{\sqrt{(x-R_I)^2+1}},\qquad
U=\frac{Z_AZ_B}{\sqrt{d^2+1}},\qquad d=R_B-R_A .
$$

The electrons repel through $1/\sqrt{(x_1-x_2)^2+1}$ and form a singlet. The Hamiltonian is diagonalized on a fixed grid of 55 points, so assumption 3 holds. The gradient of Lemma 1 vanishes at $d=1.6044$ bohr.

For the ion-ion term, $U'=-Z_AZ_B\,d\,(d^2+1)^{-3/2}$, and therefore

$$
U''=Z_AZ_B\left[-\frac{1}{(d^2+1)^{3/2}}+\frac{3d^2}{(d^2+1)^{5/2}}\right]
=Z_AZ_B\frac{2d^2-1}{(d^2+1)^{5/2}} .
$$

With $d^2=2.574$ this is $0.96\times4.148/24.15=0.1649$ hartree/bohr². It enters the AA and BB elements with a plus sign and the AB element with a minus sign. All elements, in hartree/bohr², are:

| Term | AA | AB | BB |
|---|---|---|---|
| response | −0.3634 | 0.0053 | −0.13795 |
| curvature | 0.3581 | 0 | 0.1327 |
| ion-ion | 0.1649 | −0.1649 | 0.1649 |
| sum | 0.1596 | −0.1596 | 0.1596 |

For B moved alone, the frozen constant is $0.1327+0.1649=0.2976$. The response lowers it to $0.29756-0.13795=0.15961$ hartree/bohr², or 248.5 N/m. These are the two values in the opening paragraph.

The off-diagonal response is positive. This does not conflict with the theorem, which restricts the eigenvalues and not each element. The eigenvalues are −0.3635 and −0.1378 hartree/bohr². Remark 2 fixes the sum of response and curvature for B: $-0.13795+0.13266=-0.00529$ is minus the off-diagonal response. The two nearly cancel here because that off-diagonal element is small in this molecule; the sum rule itself does not require it to be small. For a rigid shift of both nuclei the response is −0.4908 and the curvature term 0.4908.

In the numerical check, the response was formed from differences of ground-state densities, and the three terms were compared with second differences of the total energy. The largest deviation was about $10^{-6}$ hartree/bohr². The sum over states reproduced the response matrix to the same accuracy.

Moving B outward by 0.3 bohr raises the energy by 0.0061 hartree with relaxed electrons and by 0.0119 hartree with frozen ones, as the variational bound requires. The harmonic estimates are $\tfrac12(0.1596)(0.3)^2=0.0072$ and $\tfrac12(0.2976)(0.3)^2=0.0134$ hartree. Both actual rises are smaller, so anharmonic terms are already visible at this displacement.

Hartree-Fock theory at the same geometry gives response eigenvalues of −0.3720 and −0.1224 hartree/bohr². Its BB force constant is 0.1723 hartree/bohr², both from the three terms and from energy differences. This supports the mean-field version of the result, as Lemma 3 requires.

## Remark 3: where the sign can fail

For an excited state $k$ that is non-degenerate, the derivation of Lemma 2 holds with $k$ in place of 0. The denominators become $E_m-E_k$. States below $k$ then contribute with a positive sign, and the total can have either sign.

One electron in a hard-walled box of length 10 bohr shows this. For an added potential $Fx$, the second derivative $d^2E/dF^2$ is the integral of $x$ times the density response to $F$. It is −43.9 bohr²/hartree for the lowest level and +13.1 bohr²/hartree for the second. Stationarity of the state is therefore not enough for the theorem.

At a degeneracy the energy need not be twice differentiable, and the expansion of Lemma 2 breaks down when a coupled level reaches $E_0$.

## Remark 4: bare Coulomb nuclei

For $v=-Z/|r-R|$ in three dimensions, assumption 1 fails at the nucleus. The curvature integral must then include the delta function contained in the second derivative. The hydrogen atom, with $n=e^{-2r}/\pi$ and the nucleus at the origin, shows its weight. Displacing the nucleus along $z$ gives

$$
\frac{\partial v}{\partial R_z}=-\frac{\cos\theta}{r^2},\qquad
\frac{\partial n}{\partial R_z}=2n\cos\theta ,
$$

because the density moves with the nucleus. The angular integral of $\cos^2\theta$ is $4\pi/3$, so

$$
\Phi^{\rm resp}_{zz}=-2\cdot\frac{4\pi}{3}\int_0^\infty\frac{e^{-2r}}{\pi}\,dr=-\frac43 .
$$

In the curvature term the spherical density selects the angular average of $\partial_z^2v$, which is $\tfrac13\nabla^2v=\tfrac{4\pi}{3}\delta(r)$. Hence $\Phi^{\rm curv}_{zz}=\tfrac{4\pi}{3}n(0)=\tfrac43$, and the sum vanishes, as translation demands. Without the delta function, a free atom would appear to have a force constant of −4/3 hartree/bohr².

## Remark 5: basis functions that follow the nuclei

If the basis moves with the nuclei, $\partial_a\Psi_0$ contains a part from the motion of the basis functions. In a finite basis this part can lie outside the space in which $(H-E_0)\Psi_0$ has been made to vanish. The first two terms in the proof of Lemma 1 then need not cancel. Their remainder is the Pulay contribution to the gradient, and its derivative must be added to the three terms of the theorem. The response term, formed with the full change of the density, is then in general not symmetric, and the proof of its sign no longer applies. For LiH in Hartree-Fock theory with an atom-centred 6-31G basis, its two off-diagonal elements along the bond are 0.177 and 0.121 hartree/bohr².

## Numbers as computed

```
nuclear charges A, B: 1.2, 0.8 e
grid: 55 points, spacing 0.35 bohr
singlet basis size: 1540
equilibrium distance: 1.60443 bohr
total energy: -1.484497 hartree
lowest singlet excitation: 0.41825 hartree
Matrices as AA, AB, BA, BB in hartree/bohr^2:
  response: -0.36341, 0.00529, 0.00529, -0.13795
  curvature: 0.35812, 0.00000, 0.00000, 0.13266
  ion-ion: 0.16489, -0.16489, -0.16489, 0.16489
  sum of three: 0.15961, -0.15961, -0.15961, 0.15961
  energy differences: 0.15961, -0.15961, -0.15961, 0.15961
  response, sum over states: -0.36341, 0.00529, 0.00529, -0.13795
response eigenvalues: -0.36353, -0.13782 hartree/bohr^2
largest error, three terms: 9.5e-07 hartree/bohr^2
largest error, response matrix: 1.0e-06 hartree/bohr^2
largest error, grid density response: 6.2e-07 1/bohr
largest row sum of force constants: 1.7e-06 hartree/bohr^2
rigid shift, response: -0.49078 hartree/bohr^2
rigid shift, curvature: 0.49079 hartree/bohr^2
frozen-density constant, B moved: 0.29756 hartree/bohr^2
true force constant, B moved: 0.15961 hartree/bohr^2
true force constant, B moved: 248.5 N/m
B moved outward by: 0.3 bohr
  dE/dR_B, Hellmann-Feynman: 0.037092 hartree/bohr
  dE/dR_B, energy difference: 0.037092 hartree/bohr
  energy rise, relaxed electrons: 0.006084 hartree
  energy rise, frozen electrons: 0.011931 hartree
concavity excess at mean potential: 0.005950 hartree
Hartree-Fock response eigenvalues: -0.37204, -0.12235 hartree/bohr^2
Hartree-Fock BB, three terms: 0.17228 hartree/bohr^2
Hartree-Fock BB, energy diff.: 0.17228 hartree/bohr^2
box length: 10.0 bohr
box d2E/dF2, level 1: -43.888 bohr^2/hartree
box d2E/dF2, level 2: 13.084 bohr^2/hartree
hydrogen atom response term: -1.33333 hartree/bohr^2
hydrogen atom curvature term: 1.33280 hartree/bohr^2
  softening length used there: 1e-04 bohr
```
